Random ions can enter channels and deepen an implant tail

Anyone who sets up a depth calculation for a tilted implant into a crystal must decide what to do with an ion that is not channelled. If such an ion can never enter a channel, it may be followed as in an amorphous solid until it stops, and the profile has no channelled tail. If it can enter, the calculation must keep testing its direction, and a junction or defect layer may need a margin hundreds of nanometres deeper.

**The belief and its appeal**

The belief is that dechannelling is one-way: collisions throw ions out of channels, and an ion once random stays random. It has good reasons behind it. A channel accepts a narrow range of directions, so most deflections miss it. If each row of atoms is smoothed into a continuous static string, an ion of fixed energy outside the channel cannot enter at all. For a beam aligned with the channel the one-way rule can also give nearly the right numbers, as the estimate below shows for escape by hard collisions. The error lies in turning "rarely" into "never", and it matters when the beam starts random, because then the whole deep tail depends on entry.

**What reversibility requires**

Let an ion of energy E and mass M move at a small angle θ to an atomic row along z, with transverse position r and string potential U(r). Transverse motion obeys M d²r/dt² = −∇U. With z = vt and Mv² = 2E this becomes

dr/dz = θ,  dθ/dz = −∇U(r)/(2E).

At fixed E this motion conserves the transverse energy

E_t = Eθ² + U(r).

The ion is channelled if E_t < E_c, where E_c is the potential at one screening length from the row. Motion in this smooth static potential therefore cannot change the class of an ion. Departures from it, such as thermal displacements, defects and collisions with electrons, can.

Measure a region of transverse phase space by its volume μ, that is, area in the channel cell times solid angle of direction. Two facts keep a uniform filling uniform. First, in the equations above dr/dz does not depend on r and dθ/dz does not depend on θ, so the flow has zero divergence. Second, an elastic deflection at fixed position is taken to be as probable from θ to θ′ as from θ′ to θ. As much then arrives at each direction as leaves it.

Now fill a bounded phase space uniformly with n ions per unit volume. Let μ_c and μ_r be the channelled and random volumes, and let P_out and P_in be the probabilities of changing class over some path. The channelled number is nμ_c before and after, so losses equal gains:

nμ_c P_out = nμ_r P_in,

P_in/P_out = μ_c/μ_r.

If each class is well mixed, the same relation holds for rates per unit path:

k_in = k_out μ_c/μ_r.

Setting k_in = 0 while k_out > 0 would empty part of a uniformly filled phase space, which volume-preserving motion cannot do. The one-way rule is a limit, approached when μ_r is very large.

This was tested with 40,000 trajectories through a string potential, started uniformly in position and in a bounded square of angles. Random kicks were stronger near the row, and an ion leaving one edge of the angular square returned at the opposite edge. Over 20 nm, 1273 ions left the channel and 1329 entered it. The difference of 56 is comparable with the counting noise, √(1273 + 1329) ≈ 51. The probability ratio was 0.0775 against a volume ratio of 0.0728. That is about 6% higher, roughly twice the 3.4% counting noise of the ratio. With the kicks off, no ion entered, and the probability of leaving fell from 0.461 to 0.0029. Exact static motion allows no transfer, so this remainder is numerical.

**From capture to depth**

Random ions lose energy faster than channelled ones. Let R_r and R_c be the ranges of ions that stay random or stay channelled throughout, down to a common cut-off energy. Take constant stopping powers and constant rates, and treat path length as depth. If a fraction τ of the energy loss occurs while channelled, the ion stops at

z = R_r(1 − τ) + R_cτ = R_r + (R_c − R_r)τ.

During a fractional energy loss dw a random ion travels R_r dw and is captured with probability A dw, where A = k_in R_r. A channelled ion travels R_c dw and escapes with probability B dw, where B = k_out R_c.

Start with a random ion. It is never captured with probability e^(−A), which puts a peak at τ = 0. For all other histories, staying in the two classes contributes the common factor e^(−A(1−τ)−Bτ), and the switches are counted as follows.

A history that ends channelled has n captures and n − 1 escapes. It divides the random share 1 − τ into n pieces and the channelled share τ into n pieces. The possible divisions contribute

AⁿBⁿ⁻¹ (1−τ)ⁿ⁻¹ τⁿ⁻¹ / [(n−1)!]².

A history that ends random has n captures and n escapes, with n + 1 random pieces and n channelled ones:

AⁿBⁿ (1−τ)ⁿ τⁿ⁻¹ / [n!(n−1)!].

Put x = 2√(ABτ(1−τ)). Summed over n ≥ 1, the first terms are the series of A I₀(x), with I₀ and I₁ the modified Bessel functions. The second sum is (x/2)I₁(x)/τ. The density is therefore

p(τ) = e^(−A(1−τ)−Bτ) [A I₀(x) + √(AB(1−τ)/τ) I₁(x)].

For rare capture, with A ≪ 1 and AB ≪ 1, only terms of first order in A matter. Then I₀ → 1 and I₁ → x/2, which gives

p(τ) ≈ A e^(−Bτ)[1 + B(1−τ)] = −d/dτ [A(1−τ)e^(−Bτ)].

Integrating from τ to 1, where the bracket vanishes, gives the fraction stopping deeper than z:

P(>z) ≈ A(1−τ)e^(−Bτ).

The ion must be captured before it has lost more than 1 − τ of the energy as a random ion, and must then survive in the channel for a share τ. The one-way rule sets A = 0 and removes the tail altogether.

In the opposite limit, A and B both large, an ion changes class many times. Balance then requires A(1−τ) = Bτ, so τ approaches A/(A+B), and the separate peak and tail merge into one displaced peak.

Reversibility has a less obvious consequence. At fixed volumes and ranges, A is proportional to k_out, so the rare-capture tail varies as k_out e^(−k_out R_c τ). Its derivative vanishes at k_out = 1/(R_cτ). A very clean channel holds its ions well but is hard to enter, while a strongly scattering one is easy to enter but soon loses them.

**Carbon ions in diamond**

Take 100 keV carbon ions entering diamond 7° from a <110> axis. At position r the channelled directions satisfy θ² < (E_c − U)/E. Averaging over a square cell around one row, a simplification of the true <110> arrangement, gives an effective critical angle ψ, with

ψ² = ⟨max(E_c − U, 0)⟩/E.

Here E_c = 271 eV and ψ = 2.53°, so every ion starts outside the cone. Electronic stopping follows Lindhard's formula and nuclear stopping the universal ZBL formula. Two parameters are chosen: electronic stopping is halved in the channel, and close collisions there are ten times rarer.

Integrating down to 5 keV gives R_r = 183 nm and R_c = 555 nm. A random ion with no nuclear loss would travel 278 nm. Adding one 1 nm simulation step and the 13.9 nm mean random range left below the cut-off gives a deep limit of 292 nm. Depths are recorded when an ion reaches the cut-off, and by then random stopping alone cannot have carried it past this limit.

For the two-state estimate, let the random ions fill a cone of half-angle 15°, a chosen value. The channel occupies 0.00611 sr of its 0.2141 sr. The path-averaged escape rate is k_out = 0.00472 nm⁻¹, so

k_in = 0.00472 × 0.00611/(0.2141 − 0.00611) ≈ 1.39 × 10⁻⁴ nm⁻¹.

Hence A = 0.0254 and B = 2.62. At the deep limit τ = 0.294, and

P ≈ 0.0254 × 0.706 × e^(−0.770) ≈ 0.0083.

In this estimate about 0.8% of initially random ions stop in the deep tail. The full density gives the same figure at this precision. If the ions filled the whole sphere of directions instead, k_in and the tail would fall by a factor of about 60, to 0.014%. The size of the reservoir therefore matters as much as the channel.

For ions that start channelled, the same estimate gives e^(−Bτ) = 46.3% beyond this depth with the one-way rule and 46.9% with recapture. Both figures rest on a constant escape rate, so their size is rough. In this estimate recapture changes the result by only about 1% of its value. That figure assumes an escaped ion is spread at once over the whole 15° reservoir. Ions that leave by soft deflections stay near the edge of the cone and return more often, and a cone that widens as the ion slows takes back more of them, so recapture can then raise the deep fraction of an aligned beam by ten per cent or more.

**Without the two-state assumption**

A simulation that follows each ion's direction needs no chosen reservoir, but its result depends on the collision law. For an elastic collision of equal masses with the target at rest, the final velocities are perpendicular. The projectile keeps speed v cos θ, so the energy transfer is T = E sin²θ. Each collision thus sets both deflection and energy loss. Collisions follow the unscreened Coulomb law above a lowest energy transfer, which is set so that the mean loss equals the ZBL stopping. The smallest deflection is then about 4° at 100 keV and 38° at 5 keV, and softer collisions are absent. A collision that starts or ends in the cone receives the same tenfold suppression, as reciprocity requires. The cone is held at its initial width.

With channelling switched off, which for a random start is the one-way rule, none of 40,000 ions passed 292 nm, and the deepest reached 272 nm. With reversible scattering 261 did, or 0.65 ± 0.04%, and the deepest reached 550 nm. Only 1.3% of the ions were ever channelled, yet about half of those ended in the deep tail. Every deep ion had been channelled. The nearness of 0.65% to the two-state 0.8% owes something to the choice of 15° and does not validate that choice.

Making close collisions in the channel three times more frequent lowered the tail to 0.54%. This fall, from 261 ions to 215, is only about twice its counting noise. The rare-capture formula predicts the same direction, by the factor 3e^(−2×0.770) ≈ 0.64. With both rates tripled AB is about 0.6 and no longer small, and the full density gives 0.67. The simulated factor is 0.82 ± 0.08, and larger samples of the same model bring it to about 0.73, so much of the apparent gap is counting noise.

**How far this carries to a real implant**

A beam of this energy and tilt is a realistic setting, but the halved stopping and tenfold suppression are not measured properties of diamond. At a dose of 10¹² cm⁻² the fixed-cone result puts about 6.5 × 10⁹ cm⁻² beyond 292 nm. Of the assumptions varied in the simulation, the fixed cone matters most. As an ion slows at constant direction, Eθ² falls while E_c does not, so the cone widens as E^(−1/2). Including this raised the tail to 4.0%, six times the fixed-cone value. Most of the extra capture comes from the energy loss itself, which is irreversible: about three quarters of the deep ions first enter because the cone widens over their direction, not because a collision turns them into it. The rise should therefore not be credited to reversible scattering. Nor is 4.0% a prediction. The picture of a smooth string requires an ion to move sideways by less than the 0.018 nm screening length between row atoms 0.25 nm apart. At the edge of the widened cone this fails below about 37 keV. At 5 keV the cone would be about 11° and the sideways step 0.05 nm.

Two other effects were estimated roughly. If electrons are treated as free and at rest, an energy loss dE adds at most (m_e/M) dE/E to the mean square angle, where m_e is the electron mass. Over a full channelled range this gives at most about 0.7° rms, against the 2.5° cone. The ion is slower than the valence electrons of diamond, and moving electrons give more sideways momentum per unit energy loss than electrons at rest. The figure is therefore only an order of magnitude and not an upper bound; a rough Fermi-gas estimate gives about 1°. Estimated damage displaces about 7 × 10⁻⁵ of the atoms at this dose. Simple proportionality would make that 7% at 10¹⁵ cm⁻², where an undamaged crystal is no longer a fair assumption. Planar channels and other axes are left out, and their effect on the tail was not estimated. Soft nuclear collisions are also left out. They make both entry and escape more frequent and could change the tail by a large factor, so the fixed-cone 0.65% is not a prediction for diamond either.

For a low-dose implant into a crystal, ions that start random should therefore be allowed to enter channels whenever a small deep fraction matters. The size of that fraction must come from measurement or from a collision model that includes soft deflections. The one-way shortcut is reasonable for the mean depth of an aligned beam, though less so for its deep fraction when soft deflections dominate, or where the reservoir of random directions is so large that the capture term is below the accuracy required. The numerical output below gives the remaining inputs and intermediate values.

Values computed for the example and the checks

```
Ion energy 100 keV, cut-off 5 keV, tilt 7.0 deg
Lattice constant 0.3567 nm, string spacing 0.2522 nm
Atomic density 176.3 nm^-3, screening length 0.0182 nm
Vibration amplitude (rough) 0.004 nm
Critical transverse energy 271 eV
Effective critical angle at start 2.53 deg
Electronic stopping at start 560 eV/nm
Nuclear stopping at start 82 eV/nm
Channel/random electronic stopping (chosen) 0.5
Close-collision factor in channel (chosen) 0.1
Two-body test: transfer 1063 eV, lab angle 5.92 deg
String test: 40000 ions, path 20 nm, initially channelled 2764
String test: ions out 1273, ions in 1329
Probability out 0.461, probability in 0.0357
Probability ratio in/out 0.0775, volume ratio 0.0728
Kicks off: probability out 0.0029, in 0.00000
Random range R_r 183 nm (path to cut-off)
Electronic-only random range 278 nm
Channelled range R_c 555 nm
Mean random range left below cut-off 13.9 nm
Deep limit 292 nm, tau there 0.294
Reservoir cone (chosen) 15 deg
Channel solid angle 0.00611 sr, reservoir 0.2141 sr
k_out 0.00472 nm^-1, k_in 1.386e-04 nm^-1
A 0.0254, B 2.620 (dimensionless)
Two-state deep fraction, random start: full 0.828 %
Two-state deep fraction, random start: one capture 0.830 %
Aligned start deep fraction: one-way 46.30 %
Aligned start deep fraction: reversible 46.93 %
Implant simulation: 40000 ions per run, step 1 nm
One-way: deep ions 0, mean depth 170 nm, deepest 272 nm
Reversible: deep ions 261, deepest 550 nm
Reversible: ever channelled 1.34 %
Reversible: deep fraction 0.652 +- 0.040 %
Dose 1.0e+12 cm^-2, deep dose 6.52e+09 cm^-2
Cone growing as ion slows: deep fraction 3.970 %
Close-collision factor 0.3: deep fraction 0.537 %
Electronic multiple scattering in channel 0.67 deg rms
Displacement energy (rough) 45 eV, displacements per ion 237
Displaced fraction at this dose 7.3e-05
```
